# Scissors correction in k-derivatives and static electric-field response

A band calculation may give sound orbitals but too small a gap. The scissors correction keeps the orbitals and raises all conduction energies by a constant $\Delta$. This problem asks what the shift does to the two perturbations needed for a dielectric constant: the derivative with respect to the wavevector and the static electric field.

**Setting.** The electrons are independent and the crystal is an insulator. Atomic units are used, $k$ and $x$ are the components along the field, and spin gives a factor 2. Bloch states are $\psi_{nk}=e^{ikx}u_{nk}$, with

$$H(k)|u_n\rangle=E_n|u_n\rangle,\qquad H(k)=e^{-ikx}He^{ikx}.$$

The label $k$ is dropped where no confusion arises. Filled bands carry the index $v$ and empty bands the index $c$. The projectors are $P_v=\sum_v|u_v\rangle\langle u_v|$ and $P_c=1-P_v$. The scissors Hamiltonian is

$$H_\Delta(k)=H(k)+\Delta P_c(k).$$

Write $E_{cv}=E_c-E_v$ for the unshifted gap of a pair at the same $k$. The shift may be negative, but the lowest shifted conduction energy must stay above the highest valence energy, so that the same bands are filled. In particular $E_{cv}+\Delta>0$.

### (a) The k-derivative without the shift

*Find the conduction part of $|\partial_k u_v\rangle$ in terms of the velocity $v=\partial_kH(k)$. Why is only this part needed?*

**Solution.** Differentiate $(H-E_v)|u_v\rangle=0$:

$$(H-E_v)|\partial_ku_v\rangle=-(v-\partial_kE_v)|u_v\rangle .$$

Apply $P_c$ from the left. It commutes with $H$, and $P_c|u_v\rangle=0$ removes the term with $\partial_kE_v$:

$$(H-E_v)P_c|\partial_ku_v\rangle=-P_cv|u_v\rangle .$$

The product with $\langle u_c|$ gives

$$d_{cv}\equiv\langle u_c|\partial_ku_v\rangle=-\frac{v_{cv}}{E_{cv}},\qquad v_{cv}=\langle u_c|v|u_v\rangle .$$

The valence part of $|\partial_ku_v\rangle$ depends on arbitrary choices. If the filled orbitals are replaced by $\sum_{v'}|u_{v'}\rangle U_{v'v}(k)$ with $U$ unitary, the derivative of $U$ adds valence states alone. The conduction part becomes $\sum_{v'}P_c|\partial_ku_{v'}\rangle U_{v'v}$, so it rotates like the orbitals. A sum over $v$ of scalar products between two sets of vectors that both rotate in this way, such as the sum for the polarizability in part (d), does not depend on $U$. "The d/dk orbital" below means this conduction part.

### (b) The velocity with the shift

*Find all matrix elements of $v^\Delta=\partial_kH_\Delta(k)$ between the orbitals $u_n$.*

**Solution.** The orbitals are still eigenstates, because $P_c|u_v\rangle=0$ and $P_c|u_c\rangle=|u_c\rangle$:

$$H_\Delta|u_v\rangle=E_v|u_v\rangle,\qquad H_\Delta|u_c\rangle=(E_c+\Delta)|u_c\rangle .$$

The projector changes with $k$, so

$$v^\Delta=v+\Delta\,\partial_kP_c .$$

*Valence-conduction elements.* Differentiating $P_c|u_v\rangle=0$ gives

$$(\partial_kP_c)|u_v\rangle=-P_c|\partial_ku_v\rangle .$$

Hence $\langle u_c|\partial_kP_c|u_v\rangle=-d_{cv}=v_{cv}/E_{cv}$, and

$$v^\Delta_{cv}=v_{cv}+\Delta\frac{v_{cv}}{E_{cv}}=v_{cv}\,\frac{E_{cv}+\Delta}{E_{cv}} .$$

The factor is real, so the conjugate element $v^\Delta_{vc}$ has the same one.

*Elements within one set.* Differentiating $P_c^2=P_c$ gives

$$(\partial_kP_c)P_c+P_c(\partial_kP_c)=\partial_kP_c .$$

With $P_c$ on both sides this reads $2X=X$ for $X=P_c(\partial_kP_c)P_c$, so $X=0$. With $P_v$ on both sides, the left side vanishes because $P_cP_v=0$, so $P_v(\partial_kP_c)P_v=0$. Elements between two valence states or two conduction states are therefore unchanged. This includes the diagonal ones, the group velocities, as it must for a rigid shift of the bands.

The rescaling also follows from the position operator. Differentiating $H(k)=e^{-ikx}He^{ikx}$ gives $v=i[H(k),x]$, so a velocity element between a valence and a conduction state is $i$ times their energy difference times the position element $i\,d_{cv}$. This position element comes from $x$ acting on the extended Bloch states, as in part (d), and not from an integral over one cell. The orbitals fix it, and the shift alters the energy difference. The same argument applies to $v^\Delta$ because $P_c$ is also an operator of the whole crystal, with blocks $P_c(k)$. It does not commute with $x$, and this nonlocality is the source of the extra velocity.

If the shift depends on $k$, then $v^\Delta$ gains the term $(\partial_k\Delta)P_c$. This has no valence-conduction elements, so the factor above holds with the local value $\Delta(k)$. It does add $\partial_k\Delta$ to the conduction group velocities.

### (c) The k-derivative with the shift

*Solve the equation of part (a) with $H_\Delta$ in place of $H$. What results if the energies are shifted but the old velocity is kept?*

**Solution.** Let $|D_v\rangle$ be the unknown in the conduction space. Replacing both $H$ and $v$ gives

$$(H+\Delta P_c-E_v)|D_v\rangle=-P_c(v+\Delta\,\partial_kP_c)|u_v\rangle .$$

By part (b), the last term on the right is $+\Delta P_c|\partial_ku_v\rangle$. By part (a), the first is $(H-E_v)P_c|\partial_ku_v\rangle$. The right side is thus

$$(H-E_v+\Delta)\,P_c|\partial_ku_v\rangle ,$$

while the left side is $(H-E_v+\Delta)|D_v\rangle$, since $P_c|D_v\rangle=|D_v\rangle$. The operator $H-E_v+\Delta$ has the positive eigenvalues $E_{cv}+\Delta$ on the conduction space, so it can be inverted there:

$$|D_v\rangle=P_c|\partial_ku_v\rangle .$$

The d/dk orbital is unchanged. In components,

$$-\frac{v^\Delta_{cv}}{E_{cv}+\Delta}=-\frac{v_{cv}}{E_{cv}} .$$

Keeping the old velocity gives $-v_{cv}/(E_{cv}+\Delta)$ instead. Each component is then multiplied by $E_{cv}/(E_{cv}+\Delta)$, which contradicts the fact that $H$ and $H_\Delta$ have the same orbitals at every $k$.

### (d) The static field

*A field $\mathcal E$ adds the electron energy $+\mathcal Ex$. Keep $P_c$ equal to the projector of the field-free crystal. Find the first-order orbitals and the polarizability $\alpha_\Delta$ per cell.*

**Solution.** First find how $x$ carries a valence state into the conduction space. The product rule gives

$$x\,e^{ikx}u_v=-i\partial_k\!\left(e^{ikx}u_v\right)+e^{ikx}\,i\partial_ku_v .$$

The first term on the right is a derivative of valence Bloch states. These are orthogonal to the conduction states for all $k$, so this term has no conduction part. Hence $x$ acts as $iP_c\partial_k$ on $u_v$, and it keeps $k$.

Write the perturbed orbital as $|u_v\rangle+\mathcal E|w_v\rangle$, with $|w_v\rangle$ in the conduction space. Mixing among filled states leaves their projector unchanged and can be ignored. The $u_v$ are taken here as eigenstates of $H(k)$. If the filled orbitals are rotated by $U$ as in part (a), the $|w_v\rangle$ must be rotated with them. To first order in $\mathcal E$,

$$(H+\Delta P_c-E_v)|w_v\rangle=-iP_c|\partial_ku_v\rangle,$$

$$\langle u_c|w_v\rangle=-\frac{i\,d_{cv}}{E_{cv}+\Delta} .$$

The source is the unchanged d/dk orbital, and the denominator contains the shifted gap. Unlike in part (c), the right side has no term with $\Delta$, because neither $x$ nor the frozen projector contributes one.

The electron has charge $-1$, so the dipole is minus the mean of $x$. With 2 for spin, 2 from the two conjugate first-order terms, and $N_k$ for the number of $k$ points in the zone,

$$\alpha_\Delta=-\frac{4}{N_k}\,\mathrm{Re}\sum_{kv}\langle w_v|iP_c\partial_ku_v\rangle .$$

For each pair the summand is

$$\left(\frac{-i\,d_{cv}}{E_{cv}+\Delta}\right)^{*}i\,d_{cv}=\frac{(i\,d_{cv}^*)(i\,d_{cv})}{E_{cv}+\Delta}=-\frac{|d_{cv}|^2}{E_{cv}+\Delta} .$$

Therefore

$$\alpha_\Delta=\frac4{N_k}\sum_{kcv}\frac{|v_{cv}|^2}{E_{cv}^2(E_{cv}+\Delta)}=\frac4{N_k}\sum_{kcv}\frac{|v^\Delta_{cv}|^2}{(E_{cv}+\Delta)^3} .$$

The first form uses old velocities and keeps the old gap in two of the three denominators. The second uses shifted gaps throughout, with rescaled velocities. Combining old velocities with shifted gaps throughout gives a different quantity,

$$\alpha_{\rm mix}=\frac4{N_k}\sum_{kcv}\frac{|v_{cv}|^2}{(E_{cv}+\Delta)^3} .$$

For $|\Delta|\ll E_{cv}$, each term of $\alpha_\Delta$ changes by the relative amount $-\Delta/E_{cv}$, and each term of $\alpha_{\rm mix}$ by $-3\Delta/E_{cv}$. If $\Delta$ is large compared with the gaps that carry the sum, $\alpha_\Delta$ tends to $(4/N_k\Delta)\sum|d_{cv}|^2$. It falls as $1/\Delta$, whereas $\alpha_{\rm mix}$ falls as $1/\Delta^3$.

Local fields are left out here. If the induced density produces a first-order potential $\mathcal EV^{(1)}$, the term $-P_cV^{(1)}|u_v\rangle$ joins the source. The denominators are still $E_{cv}+\Delta$, but $V^{(1)}$ must be found self-consistently from the new $w_v$.

### (e) A projector that follows the field

*Suppose instead that $P_c$ is rebuilt from the field-polarized orbitals. What is the first-order response?*

**Solution.** To first order the valence projector gains $\mathcal E\sum_{v'}(|w_{v'}\rangle\langle u_{v'}|+|u_{v'}\rangle\langle w_{v'}|)$, and the conduction projector changes by the opposite amount. Acting on $|u_v\rangle$, the second term vanishes because $\langle w_{v'}|u_v\rangle=0$. The change of $\Delta P_c$ thus gives $-\Delta\mathcal E|w_v\rangle$. Moved to the right side of the first-order equation, it changes sign:

$$(H+\Delta P_c-E_v)|w_v\rangle=-iP_c|\partial_ku_v\rangle+\Delta|w_v\rangle .$$

The terms with $\Delta$ cancel, and the response is that of the crystal without scissors. A frozen projector charges the energy $\Delta$ for admixing the original conduction states. A projector that follows the orbitals counts the polarized states as valence states and charges nothing.

This is the cancellation of part (c) in another setting. For the k-derivative it is required, since the crystal operator $P_c$ has a different block $P_c(k)$ at each $k$. For the field it is a matter of definition, and part (d) takes the frozen operator, because with the other choice the shift has no effect on the static response at all.

### (f) Numbers for one pair of bands

*Take the one-dimensional model $V(x)=2V_1\cos gx+2V_2\sin2gx$, with $g=2\pi/a$, $a=4$ Å, $V_1=2$ eV, $V_2=3$ eV, two filled bands and $\Delta=2$ eV. At $k=0.10\,g$ the energies of bands 2 and 3 are 6.3396 and 13.0101 eV, and $\hbar|v_{32}|=9.5878$ eV Å. Find the effect of the shift on the velocity, on the d/dk orbital and on the admixture caused by a force of 0.01 eV/Å.*

**Solution.** The gap is $13.0101-6.3396=6.6705$ eV, and the shifted gap is 8.6705 eV. The velocity factor is $8.6705/6.6705=1.2998$, so

$$\hbar|v^\Delta_{32}|=1.2998\times9.5878=12.462\ \text{eV Å}.$$

Differentiating $H_\Delta(k)$ numerically, with the projector rebuilt at each $k$, gives the same factor. The element between bands 2 and 1 stays at 2.2247 eV Å, and that between bands 4 and 3 at 1.2562 eV Å.

The d/dk component is the same either way:

$$|d_{32}|=\frac{9.5878}{6.6705}=\frac{12.4625}{8.6705}=1.437\ \text{Å}.$$

The old velocity with the shifted gap would give $9.5878/8.6705=1.106$ Å. The norm of the whole conduction part, over all empty bands, is 1.4376 Å, so band 3 carries nearly all of it at this $k$.

The field admixture of band 3 is the force times $|d_{32}|$ divided by the gap. It is $0.01\times1.4373/6.6705=0.00215$ without the shift and $0.01\times1.4373/8.6705=0.00166$ with it.

### (g) Polarizability and dielectric constant

*Zone sums over 200 $k$ points give $\alpha_0=8.925$ Å³, $\alpha_\Delta=6.806$ Å³ and $\alpha_{\rm mix}=3.982$ Å³ per cell. Interpret the ratios. Then find the dielectric constant along a set of parallel, non-overlapping chains, each with a cross-section of 16 Å².*

**Solution.** The ratio $\alpha_\Delta/\alpha_0=0.763$ is an average of $E_{cv}/(E_{cv}+\Delta)$, with the positive terms of $\alpha_0$ as weights. It cannot lie below the factor for the smallest direct gap, 5.607 eV, which is $5.607/7.607=0.737$. For $\Delta>0$ it cannot exceed 1. Setting $\bar E/(\bar E+2\ \text{eV})=0.7626$ gives an effective gap

$$\bar E=\frac{0.7626\times2}{1-0.7626}\ \text{eV}=6.4\ \text{eV}.$$

This lies close to the smallest gap because the weights $|v_{cv}|^2/E_{cv}^3$ favour small gaps.

The ratio $\alpha_{\rm mix}/\alpha_\Delta$ is 0.585. Each term of $\alpha_{\rm mix}$ carries two surplus factors $E_{cv}/(E_{cv}+\Delta)$, and the square of the mean factor, $0.763^2=0.582$, is close to this.

For the chains, the volume per cell is $4\times16=64$ Å³. The field along the chains is taken as the macroscopic field, without local fields, so

$$\varepsilon=1+\frac{4\pi\alpha}{64\ \text{Å}^3} .$$

With the scissors, $\varepsilon=1+4\pi\times6.806/64=2.34$. Without the shift it is 2.75, and the mixed recipe gives 1.78. The correct shift lowers $\varepsilon-1$ from 1.75 to 1.34, and the mixed recipe lowers it to 0.78.

A separate test avoids both velocities and k-derivatives. A supercell is diagonalized in the weak potential $\lambda\cos qx$ with the frozen $\Delta P_c$. The local force is $F=\lambda q\sin qx$. For small $q$ it displaces the electrons by $\alpha F/a$ per unit length, in the sense of number times distance. The long-wave part of the density change is minus the derivative of this, $-(\alpha\lambda q^2/a)\cos qx$. The density also changes within each cell, and by more than this, but those components have wavevectors $\pm q+mg$ with integer $m\neq0$. They vanish when the density change is weighted with $\cos qx$ and averaged over the supercell. What remains is $-\alpha\lambda q^2/2$ per cell, from which $\alpha$ is read off. Extrapolation to $q\to0$ yields 8.925 Å³ without the shift and 6.806 Å³ with it, in agreement with the zone sums.

The same construction tests part (e). With 16 cells, where the finite wavelength still lowers the values by about 3 %, the result is 8.644 Å³ without scissors and 6.620 Å³ with the frozen projector. When the projector is iterated to follow the field, the result returns to 8.644 Å³. The numerical output gives these values with further digits.

## Computed values

```
lattice constant a = 4.0 angstrom
V1 = 2.0 eV, V2 = 3.0 eV
scissors shift Delta = 2.0 eV
sample point k = 0.10 g = 0.1571 1/angstrom
  energy of band 1 = -1.2757 eV
  energy of band 2 = 6.3396 eV
  energy of band 3 = 13.0101 eV
  energy of band 4 = 34.1769 eV
gap E between bands 2 and 3 = 6.6705 eV
shifted gap E + Delta = 8.6705 eV
factor (E + Delta)/E = 1.29983
hbar*|velocity element|, without -> with scissors (eV angstrom):
  3-2, valence-conduction: 9.5878 -> 12.4625
  2-1, valence-valence: 2.2247 -> 2.2247
  4-3, conduction-conduction: 1.2562 -> 1.2562
ratio for 3-2 from finite differences = 1.29983
|<u3|d/dk u2>| = 1.4373 angstrom
norm of conduction part of d/dk u2 (angstrom):
  differences of orbitals        = 1.43756
  scissors H, scissors velocity  = 1.43756
  scissors H, old velocity       = 1.10604
force on electron = 0.01 eV/angstrom
  amplitude of band 3 in u2, no scissors   = 0.002155
  amplitude of band 3 in u2, with scissors = 0.001658
smallest direct gap = 5.6073 eV
k points in zone sums = 200
polarizability per cell (angstrom^3):
  no scissors, zone sum               = 8.9246
  no scissors, supercell limit        = 8.9247
  scissors, zone sum                  = 6.8061
  scissors, linear solves             = 6.8061
  scissors, supercell limit           = 6.8062
  shifted energies, old velocity      = 3.9815
supercell of 16 cells (angstrom^3):
  no scissors                         = 8.6442
  scissors, frozen projector          = 6.6195
  scissors, projector follows field   = 8.6442
ratio scissors / no scissors = 0.7626
ratio old-velocity recipe / scissors = 0.5850
chain cross-section = 16.0 angstrom^2
dielectric constant along chains, no local fields (no unit):
  no scissors                    = 2.7523
  scissors                       = 2.3364
  shifted energies, old velocity = 1.7818
scissors polarizability = 45.930 bohr^3
```
